**Static permittivity of a model polar crystal near a soft-mode instability**

The program examines \(\varepsilon(0)=\varepsilon^\infty+\sum_m p_m^2/(\varepsilon_0V\omega_m^2)\) along one axis of a cubic crystal of polarizable point ions. Here \(\varepsilon^\infty\) is the clamped-ion permittivity, \(V\) the cell volume, \(\omega_m\) an optical frequency at zero macroscopic field, and \(p_m\) the mode charge formed from Born charges, masses and eigenvectors. It asserts that the mode sum agrees with a direct static solution for ions and electronic dipoles; both give 90.748. Ewald sums at small wavevector are asserted to reproduce the transverse frequencies, the longitudinal frequencies and the Lyddane–Sachs–Teller ratio. As the soft frequency falls from 74.9 to 2.4 cm\(^{-1}\), the lattice permittivity rises from 87.9 to about 85,100, and the final logarithmic slope is −2.0001. The limiting prefactor and the linear dependence of the squared soft frequency on the spring scale are also asserted. Softening a silent mode or increasing the oxygen mass lowers a frequency but leaves the static permittivity unchanged within the asserted tolerances.

## Program and output

```python
"""Lattice part of the static permittivity of a polar crystal.

Result under test (z direction, fixed strain, harmonic):
    eps(0) = eps_inf + sum_m p_m^2 / (eps0 V w_m^2),
    p_m = sum_i Z_i e_mi / sqrt(M_i),
with Z_i the Born charges, e_m the mass-weighted optical eigenvectors at zero
macroscopic field, w_m their angular frequencies, M_i the masses and V the
cell volume.  If the stiffness of a polar mode vanishes, eps ~ 1/w^2.

Model: cubic ABO3 polarizable point ions, displacements u and dipoles mu
along z, with Ewald dipole sums and springs.  Units: eV, angstrom, e, amu.
The direct permittivity solves for u and mu together in a field; it uses
neither Born charges nor masses nor phonons.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import null_space
from scipy.optimize import brentq
from scipy.special import erfc

names = ["A", "B", "Ox", "Oy", "Oz"]
a = 4.0
volume = a**3
sites = a * np.array([[0, 0, 0], [.5, .5, .5], [0, .5, .5],
                      [.5, 0, .5], [.5, .5, 0]])
charge = np.array([2.0, 2.5, -1.5, -1.5, -1.5])
alpha = np.array([1.0, 0.3, 1.5, 1.5, 1.5])
mass = np.array([90.0, 50.0, 16.0, 16.0, 16.0])
pair_springs = {(0, 2): 6.0, (0, 3): 6.0, (0, 4): 2.0,
                (1, 2): 4.0, (1, 3): 4.0, (1, 4): 40.0,
                (2, 4): 5.0, (3, 4): 5.0, (2, 3): 2.0}
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom / e^2
prefactor = 4 * np.pi * coulomb / volume                   # 1/(eps0 V)
to_wavenumber = (np.sqrt(const.e / (1e-20 * const.atomic_mass))
                 / (2 * np.pi * const.c * 100))


def spring_matrix(springs):
    k = np.zeros((5, 5))
    for (i, j), g in springs.items():
        k[i, i] += g
        k[j, j] += g
        k[i, j] -= g
        k[j, i] -= g
    return k


def dipole_sums(q, eta):
    """Ewald sums of d2(1/r)/dz2 exp(iq.r); q = 0 means zero mean field."""
    n = np.array(np.meshgrid(*[np.arange(-4, 5)] * 3)).reshape(3, -1).T
    g_vec = 2 * np.pi * n / a
    k = g_vec - q
    k2 = np.sum(k**2, axis=1)
    keep = k2 > 1e-16
    g_vec, k, k2 = g_vec[keep], k[keep], k2[keep]
    weight = -4 * np.pi / volume * k[:, 2]**2 / k2 * np.exp(-k2 / (4 * eta**2))
    result = np.zeros((5, 5), complex)
    for i in range(5):
        for j in range(5):
            tau = sites[j] - sites[i]
            r_vec = n * a + tau
            r = np.linalg.norm(r_vec, axis=1)
            r_vec, r = r_vec[r > 1e-9], r[r > 1e-9]
            gauss = 2 * eta / np.sqrt(np.pi) * np.exp(-(eta * r)**2)
            b = erfc(eta * r) / r**3 + gauss / r**2
            c = 3 * erfc(eta * r) / r**5 + gauss * (3 / r**2 + 2 * eta**2) / r**2
            total = np.sum((r_vec[:, 2]**2 * c - b) * np.exp(1j * r_vec @ q))
            total += np.sum(weight * np.exp(1j * g_vec @ tau))
            if i == j:
                total += 4 * eta**3 / (3 * np.sqrt(np.pi))
            result[i, j] = total
    assert np.max(np.abs(result.imag)) < 1e-10
    return result.real


eta0 = np.sqrt(np.pi) / a
small_q = 1e-4
t_zero = dipole_sums(np.zeros(3), eta0)
t_trans = dipole_sums(np.array([small_q, 0, 0]), eta0)
t_long = dipole_sums(np.array([0, 0, small_q]), eta0)
assert np.allclose(t_zero, dipole_sums(np.zeros(3), 1.3 * eta0), atol=1e-9)
assert np.allclose(np.diag(t_zero), 4 * np.pi / (3 * volume), atol=1e-9)
k_base = spring_matrix(pair_springs)
site_gradient = t_zero @ charge


def blocks(scale, t=t_zero, extra=0.0):
    """Second derivatives of the energy; extra acts on the Ox-Oy pair."""
    k_short = scale * k_base + spring_matrix({(2, 3): extra})
    uu = k_short + coulomb * (np.diag(charge * site_gradient)
                              - charge[:, None] * t * charge[None, :])
    mu_u = -coulomb * (t * charge[None, :] - np.diag(site_gradient))
    mu_mu = coulomb * (np.diag(1 / alpha) - t)
    return uu, mu_u, mu_mu


def modes(scale, t=t_zero, masses=mass, extra=0.0):
    """Optical eigenvalues and vectors with relaxed electronic dipoles.
    Springs are taken at q = 0: their change is of order q squared."""
    uu, mu_u, mu_mu = blocks(scale, t, extra)
    stiffness = uu - mu_u.T @ np.linalg.solve(mu_mu, mu_u)
    root = np.sqrt(masses)
    basis = null_space(root[None, :])
    dyn = basis.T @ (stiffness / np.outer(root, root)) @ basis
    values, vectors = np.linalg.eigh((dyn + dyn.T) / 2)
    return values, basis @ vectors


def direct_permittivity(scale, extra=0.0):
    """Static response of all ions and dipoles to a field, ion A held."""
    uu, mu_u, mu_mu = blocks(scale, extra=extra)
    full = np.block([[uu, mu_u.T], [mu_u, mu_mu]])[1:, 1:]
    source = np.concatenate([charge, np.ones(5)])[1:]
    return 1 + prefactor * source @ np.linalg.solve(full, source)


# Electronic response and Born charges (dipole per displacement at E = 0)
_, mu_u0, mu_mu0 = blocks(1.0)
assert np.linalg.eigvalsh(mu_mu0)[0] > 0
eps_inf = 1 + prefactor * np.sum(np.linalg.solve(mu_mu0, np.ones(5)))
born = np.array([charge[i] - np.sum(np.linalg.solve(mu_mu0, mu_u0[:, i]))
                 for i in range(5)])
assert abs(born.sum()) < 1e-9

# Critical spring scale and the worked state one percent above it
s_crit = brentq(lambda s: modes(s)[0][0], 0.0, 50.0, xtol=1e-13)
s_work = 1.01 * s_crit
lam, vec = modes(s_work)
assert lam[0] > 0
p = (born / np.sqrt(mass)) @ vec
parts = prefactor * p**2 / lam
eps_sum = eps_inf + parts.sum()
eps_direct = direct_permittivity(s_work)
assert abs(eps_sum / eps_direct - 1) < 1e-8

# Zero-field modes are transverse; longitudinal ones feel the Born-charge term
lam_trans = modes(s_work, t_trans)[0]
lam_long = modes(s_work, t_long)[0]
assert np.allclose(lam_trans, lam, rtol=1e-5, atol=1e-5)
z_mode = p[:, None]
lam_formula = np.linalg.eigvalsh(np.diag(lam)
                                 + prefactor / eps_inf * z_mode @ z_mode.T)
assert np.allclose(lam_long, lam_formula, rtol=1e-5, atol=1e-5)
lst_ratio = np.prod(lam_long / lam)
assert abs(lst_ratio / (eps_direct / eps_inf) - 1) < 1e-4

# Approach to the instability: direct permittivity against soft frequency
lam_c, vec_c = modes(s_crit)
soft = vec_c[:, 0]
p_crit = (born / np.sqrt(mass)) @ soft
limit = prefactor * p_crit**2 * to_wavenumber**2
excess = np.array([1e-2, 1e-3, 1e-4, 1e-5])
soft_lam = np.array([modes(s_crit * (1 + x))[0][0] for x in excess])
soft_freq = np.sqrt(soft_lam) * to_wavenumber
lattice = np.array([direct_permittivity(s_crit * (1 + x)) for x in excess]) - eps_inf
slopes = np.diff(np.log(lattice)) / np.diff(np.log(soft_freq))
slope_excess = np.diff(np.log(lattice)) / np.diff(np.log(excess))
assert abs(slopes[-1] + 2) < 5e-3
assert abs(slope_excess[-1] + 1) < 5e-3
assert abs(lattice[-1] * soft_freq[-1]**2 / limit - 1) < 2e-3
scaled = soft / np.sqrt(mass)
rate = scaled @ k_base @ scaled
assert abs(soft_lam[-1] / (rate * s_crit * excess[-1]) - 1) < 2e-3
long_near = modes(s_crit * (1 + excess[-1]), t_long)[0]
assert long_near[0] > 0.64 * lam_long[0]

# Counterexample 1: soften the silent Ox-Oy mode almost completely
silent = int(np.argmin(np.abs(p)))
assert abs(p[silent]) < 1e-7
extra = -0.5 * lam[silent] * mass[2] * (1 - 1e-4)
lam_silent, vec_silent = modes(s_work, extra=extra)
p_silent = (born / np.sqrt(mass)) @ vec_silent
new_silent = int(np.argmin(np.abs(p_silent)))
eps_silent = direct_permittivity(s_work, extra=extra)
assert 0 < lam_silent[new_silent] < 2e-4 * lam[silent]
assert abs(eps_silent / eps_direct - 1) < 1e-7

# Counterexample 2: lower the frequencies by mass, not by stiffness
heavy = mass.copy()
heavy[2:] *= 4
lam_heavy, vec_heavy = modes(s_work, masses=heavy)
p_heavy = (born / np.sqrt(heavy)) @ vec_heavy
eps_heavy = eps_inf + prefactor * np.sum(p_heavy**2 / lam_heavy)
assert lam_heavy[0] < 0.9 * lam[0]
assert abs(eps_heavy / eps_direct - 1) < 1e-8

print(f"lattice constant {a:.1f} angstrom, cell volume {volume:.1f} angstrom^3")
print("ion: charge (e), polarizability volume (angstrom^3), mass (amu), Born charge (e)")
for i, name in enumerate(names):
    print(f"  {name:2s} {charge[i]:5.1f} {alpha[i]:4.1f} {mass[i]:5.1f} {born[i]:8.4f}")
print("base pair springs summed over the cell (eV/angstrom^2):")
print("  " + ", ".join(f"{names[i]}-{names[j]} {g:.0f}"
                       for (i, j), g in pair_springs.items()))
print(f"1/(eps0 V) = {prefactor:.5f} eV/(e^2 angstrom^2)")
print(f"critical spring scale s_c = {s_crit:.6f} (dimensionless)")
print(f"worked spring scale 1.01 s_c = {s_work:.6f} (dimensionless)")
print(f"eps_inf = {eps_inf:.5f} (dimensionless)")
print("transverse mode: frequency (cm^-1), w^2 (eV/angstrom^2/amu),"
      " |p| (e/sqrt(amu)), contribution to eps")
for m in range(4):
    print(f"  {m + 1} {np.sqrt(lam[m]) * to_wavenumber:9.3f} {lam[m]:10.6f}"
          f" {abs(p[m]):8.5f} {parts[m]:10.5f}")
print(f"static eps from mode sum = {eps_sum:.5f} (dimensionless)")
print(f"static eps from direct solution = {eps_direct:.5f} (dimensionless)")
print("longitudinal frequencies (cm^-1): "
      + " ".join(f"{w:.3f}" for w in np.sqrt(lam_long) * to_wavenumber))
print(f"product of (LO/TO)^2 = {lst_ratio:.5f}, eps(0)/eps_inf = {eps_direct / eps_inf:.5f}")
shape = scaled / scaled[np.argmax(np.abs(scaled))]
print("soft displacement pattern at s_c, largest = 1: "
      + " ".join(f"{n} {u:.4f}" for n, u in zip(names, shape)))
print(f"soft |p| at s_c = {abs(p_crit):.5f} e/sqrt(amu)")
print("s/s_c - 1, soft frequency (cm^-1), lattice eps, eps*frequency^2 (cm^-2)")
for x, w, d in zip(excess, soft_freq, lattice):
    print(f"  {x:.0e} {w:9.4f} {d:12.3f} {d * w * w:12.5e}")
print(f"predicted limit of eps*frequency^2 = {limit:.5e} cm^-2")
print("log slopes of eps against frequency: " + " ".join(f"{v:.5f}" for v in slopes))
print("log slopes of eps against s/s_c - 1: "
      + " ".join(f"{v:.5f}" for v in slope_excess))
print(f"lowest LO at s/s_c - 1 = {excess[-1]:.0e}: "
      f"{np.sqrt(long_near[0]) * to_wavenumber:.3f} cm^-1")
print(f"silent mode softened from {np.sqrt(lam[silent]) * to_wavenumber:.3f} to "
      f"{np.sqrt(lam_silent[new_silent]) * to_wavenumber:.3f} cm^-1: eps = {eps_silent:.5f}")
print(f"oxygen mass {heavy[2]:.0f} amu: soft frequency "
      f"{np.sqrt(lam_heavy[0]) * to_wavenumber:.3f} cm^-1, eps = {eps_heavy:.5f}")
print("checks complete")
```

It prints:

```
lattice constant 4.0 angstrom, cell volume 64.0 angstrom^3
ion: charge (e), polarizability volume (angstrom^3), mass (amu), Born charge (e)
  A    2.0  1.0  90.0   3.0489
  B    2.5  0.3  50.0   4.9782
  Ox  -1.5  1.5  16.0  -1.4538
  Oy  -1.5  1.5  16.0  -1.4538
  Oz  -1.5  1.5  16.0  -5.1194
base pair springs summed over the cell (eV/angstrom^2):
  A-Ox 6, A-Oy 6, A-Oz 2, B-Ox 4, B-Oy 4, B-Oz 40, Ox-Oz 5, Oy-Oz 5, Ox-Oy 2
1/(eps0 V) = 2.82736 eV/(e^2 angstrom^2)
critical spring scale s_c = 1.347598 (dimensionless)
worked spring scale 1.01 s_c = 1.361074 (dimensionless)
eps_inf = 2.88660 (dimensionless)
transverse mode: frequency (cm^-1), w^2 (eV/angstrom^2/amu), |p| (e/sqrt(amu)), contribution to eps
  1    74.919   0.020641  0.74541   76.11146
  2   349.047   0.448030  1.35801   11.63809
  3   695.423   1.778437  0.00000    0.00000
  4   834.072   2.558276  0.31833    0.11199
static eps from mode sum = 90.74814 (dimensionless)
static eps from direct solution = 90.74814 (dimensionless)
longitudinal frequencies (cm^-1): 170.261 695.423 773.909 928.112
product of (LO/TO)^2 = 31.43777, eps(0)/eps_inf = 31.43776
soft displacement pattern at s_c, largest = 1: A -0.4328 B 1.0000 Ox -0.0453 Oy -0.0453 Oz -0.5996
soft |p| at s_c = 0.80464 e/sqrt(amu)
s/s_c - 1, soft frequency (cm^-1), lattice eps, eps*frequency^2 (cm^-2)
  1e-02   74.9191       87.862  4.93155e+05
  1e-03   24.1364      853.788  4.97389e+05
  1e-04    7.6467     8512.633  4.97749e+05
  1e-05    2.4185    85101.043  4.97785e+05
predicted limit of eps*frequency^2 = 4.97789e+05 cm^-2
log slopes of eps against frequency: -2.00755 -2.00063 -2.00006
log slopes of eps against s/s_c - 1: -0.98755 -0.99871 -0.99987
lowest LO at s/s_c - 1 = 1e-05: 164.853 cm^-1
silent mode softened from 695.423 to 6.954 cm^-1: eps = 90.74814
oxygen mass 64 amu: soft frequency 69.442 cm^-1, eps = 90.74814
checks complete
```
